# Confinement and superposition settings for density-functional tight-binding Slater-Koster tables: a numerical check

```python
"""Slater-Koster tables from confined silicon pseudoatoms (hartree atomic units).

Result under test: with W(r) = (r/r0)**n confining the atom, the elements
  S = <a_A|b_B>,  H = <a_A|T+V|b_B>,  T b_B = (eps_b - V_KS,B - W_B) b_B
are obtained by two-centre quadrature. V is either the sum of atomic Kohn-Sham
potentials, or the summed Coulomb parts plus v_xc of the summed densities.
A and B are the atoms, R their distance, z points from A to B, and p orbitals
on both atoms point along +z. Elements: ss, sp (s on A, p on B), pp-sigma, pp-pi.
An independent Gaussian-basis calculation checks atoms and two-centre elements.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants, linalg, special
from scipy.interpolate import CubicSpline
from pyscf import gto, dft

EV = constants.physical_constants['Hartree energy in eV'][0]
ANGSTROM = constants.physical_constants['Bohr radius'][0] * 1e10
Z = 14
XC = 'lda,vwn'
OCCUPATION = np.array([2.0, 2.0, 2.0, 6.0, 2.0])   # 1s 2s 3s 2p 3p
ORBITAL_R0, DENSITY_R0, POWER, BOND = 4.0, 8.0, 2, 4.4
NAMES = ['ss', 'sp', 'pp-sigma', 'pp-pi']

# Legendre-Lobatto nodes on [-1, 1], mapped to 0 <= r <= R_MAX
ORDER, R_MAX, SCALE = 110, 40.0, 1.0
inner_nodes = special.roots_jacobi(ORDER - 1, 1, 1)[0]
nodes = np.concatenate(([-1.0], inner_nodes, [1.0]))
legendre = special.eval_legendre(ORDER, nodes)
node_weight = 2 / (ORDER * (ORDER + 1) * legendre**2)
gap = nodes[:, None] - nodes
np.fill_diagonal(gap, 1.0)
derivative = legendre[:, None] / legendre / gap
np.fill_diagonal(derivative, 0.0)
derivative[0, 0] = -ORDER * (ORDER + 1) / 4
derivative[-1, -1] = ORDER * (ORDER + 1) / 4
shift = 2 * SCALE / R_MAX
all_r = SCALE * (1 + nodes) / (1 - nodes + shift)
jacobian = SCALE * (2 + shift) / (1 - nodes + shift)**2
stiffness = derivative.T @ ((node_weight / jacobian)[:, None] * derivative)
r = all_r[1:-1]
w = (node_weight * jacobian)[1:-1]
inner_stiffness = stiffness[1:-1, 1:-1]


def xc_parts(density):
    """Energy per electron and potential of the LDA."""
    energy, potential = dft.libxc.eval_xc(XC, np.ascontiguousarray(density))[:2]
    return np.ravel(energy), np.ravel(potential[0])


def radial_states(potential, l, count):
    """Lowest eigenvalues and normalized u(r) = r R(r), outer lobe positive."""
    root = np.sqrt(w)
    h = 0.5 * inner_stiffness / np.outer(root, root)
    h = h + np.diag(potential + l * (l + 1) / (2 * r**2))
    energy, vector = linalg.eigh(h, subset_by_index=[0, count - 1])
    u = vector.T / root
    sign = np.where(u[:, np.argmin(abs(r - 3.0))] >= 0, 1.0, -1.0)
    return energy, u * sign[:, None]


def hartree_times_r(radial_density):
    """Solve -U'' = radial_density/r, U(0) = 0, U(R_MAX) = electron number."""
    charge = w @ radial_density
    rhs = w * radial_density / r - stiffness[1:-1, -1] * charge
    return np.linalg.solve(inner_stiffness, rhs), charge


def solve_atom(r0, power):
    """Self-consistent silicon atom; r0 = infinity gives the free atom."""
    confinement = (r / r0)**power
    density = Z * 4 * r**2 * np.exp(-2 * r)          # 4 pi r^2 n(r)
    for _ in range(400):
        potential_r, _charge = hartree_times_r(density)
        exc, vxc = xc_parts(density / (4 * np.pi * r**2))
        total = (potential_r - Z) / r + vxc + confinement
        e_s, u_s = radial_states(total, 0, 3)
        e_p, u_p = radial_states(total, 1, 2)
        u = np.vstack((u_s, u_p))
        new = OCCUPATION @ u**2
        if w @ abs(new - density) < 1e-7:
            break
        density = density + 0.4 * (new - density)
    else:
        raise AssertionError('atomic self-consistency not reached')
    energy = OCCUPATION @ np.concatenate((e_s, e_p))
    energy += w @ (density * (exc - vxc - 0.5 * potential_r / r))
    potential_r, charge = hartree_times_r(new)
    columns = np.zeros((ORDER + 1, 6))               # five u(r), then r V_H
    columns[1:-1, :5] = u.T
    columns[1:-1, 5] = potential_r
    columns[-1, 5] = charge
    return SimpleNamespace(r0=r0, power=power, energy=energy, es=e_s[2], ep=e_p[1],
                           rs=w @ (r * u_s[2]**2), rp=w @ (r * u_p[1]**2),
                           columns=columns)


def interpolation(distance):
    """Barycentric matrix from nodal values to values at the given radii."""
    x = (distance * (1 + shift) - SCALE) / (distance + SCALE)
    difference = x[:, None] - nodes
    difference[abs(difference) < 1e-15] = 1e-15
    matrix = 1 / (legendre * difference)
    return matrix / matrix.sum(axis=1)[:, None]


def atom_fields(orbital_atom, density_atom, distance):
    """Valence functions, T acting on them, and superposition ingredients."""
    matrix = interpolation(distance)
    own = matrix @ orbital_atom.columns
    other = matrix @ density_atom.columns
    s, p = own[:, 2] / distance, own[:, 4] / distance
    own_density = own[:, :5]**2 @ OCCUPATION / (4 * np.pi * distance**2)
    density = other[:, :5]**2 @ OCCUPATION / (4 * np.pi * distance**2)
    own_potential = (own[:, 5] - Z) / distance + xc_parts(own_density)[1]
    confinement = (distance / orbital_atom.r0)**orbital_atom.power
    return SimpleNamespace(
        s=s, p=p, density=density, confinement=confinement,
        ts=(orbital_atom.es - own_potential - confinement) * s,
        tp=(orbital_atom.ep - own_potential - confinement) * p,
        coulomb=(other[:, 5] - Z) / distance)


def two_centre(R, orbital_atom, density_atom, extent=18.0, points=90):
    """Rows: S, H potential sum, H density sum, same with T on the left, W_B."""
    t, g = np.polynomial.legendre.leggauss(points)
    mu_max = np.arccosh(2 * extent / R - 1)
    mu, nu = np.meshgrid((t + 1) * mu_max / 2, (t + 1) * np.pi / 2, indexing='ij')
    mu, nu = mu.ravel(), nu.ravel()
    volume = np.outer(g, g).ravel() * mu_max * np.pi / 4 * (R / 2)**3
    volume = volume * (np.sinh(mu)**2 + np.sin(nu)**2) * np.sinh(mu) * np.sin(nu)
    ra = R * (np.sinh(mu / 2)**2 + np.cos(nu / 2)**2)
    rb = R * (np.sinh(mu / 2)**2 + np.sin(nu / 2)**2)
    z = R / 2 * np.cosh(mu) * np.cos(nu)
    rho = R / 2 * np.sinh(mu) * np.sin(nu)
    cos_a, cos_b = (z + R / 2) / ra, (z - R / 2) / rb
    angular = [0.5 * volume, np.sqrt(3) / 2 * cos_b * volume,
               1.5 * cos_a * cos_b * volume, 0.75 * rho**2 / (ra * rb) * volume]
    a = atom_fields(orbital_atom, density_atom, ra)
    b = atom_fields(orbital_atom, density_atom, rb)
    coulomb = a.coulomb + b.coulomb
    v_pot = coulomb + xc_parts(a.density)[1] + xc_parts(b.density)[1]
    v_den = coulomb + xc_parts(a.density + b.density)[1]
    pairs = [(a.s, a.ts, b.s, b.ts), (a.s, a.ts, b.p, b.tp),
             (a.p, a.tp, b.p, b.tp), (a.p, a.tp, b.p, b.tp)]
    result = []
    for weight, (left, t_left, right, t_right) in zip(angular, pairs):
        result.append([weight @ (left * right),
                       weight @ (left * (t_right + v_pot * right)),
                       weight @ (left * (t_right + v_den * right)),
                       weight @ (right * (t_left + v_den * left)),
                       weight @ (left * b.confinement * right)])
    return np.array(result).T


# ---- independent Gaussian-basis calculation (quadratic confinement) ----
def gaussian_shells(s_exponents, p_exponents):
    """Uncontracted s and p Gaussians."""
    return ([[0, [float(a), 1.0]] for a in s_exponents]
            + [[1, [float(a), 1.0]] for a in p_exponents])


# Confined tails fall off like a single Gaussian, so the valence range needs
# closely spaced exponents; the core range can be wider spaced.
VALENCE_RATIO = 1.5
valence_range = 0.04 * VALENCE_RATIO**np.arange(12)
core_range = valence_range[-1] * 2.0**np.arange(1, 16)
fine_basis = gaussian_shells(np.concatenate((valence_range, core_range)),
                             np.concatenate((valence_range, core_range[:7])))
coarse_bases = {
    ratio: gaussian_shells(0.05 * ratio**np.arange(s_count),
                           0.05 * ratio**np.arange(p_count))
    for ratio, s_count, p_count in ((2.2, 21, 13), (1.8, 27, 17))}


def gaussian_atom(r0, basis):
    mol = gto.M(atom='Si 0 0 0', basis={'Si': basis}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = XC
    # a spherical density needs many radial but few angular points
    mf.grids.atom_grid = {'Si': (200, 50)}
    mf.grids.prune = None
    mf.conv_tol = 1e-9
    mf.conv_tol_grad = 1e-5
    core = mf.get_hcore() + mol.intor('int1e_r2') / r0**2

    def spherical_occupation(mo_energy=None, mo_coeff=None):
        occupation = np.zeros(len(mo_energy))
        occupation[:6] = 2.0
        occupation[6:9] = 2.0 / 3.0
        return occupation

    mf.get_hcore = lambda *args: core
    mf.get_occ = spherical_occupation
    mf.kernel()
    assert mf.converged
    density_matrix = np.array(mf.make_rdm1())
    fock, overlap = np.array(mf.get_fock()), mf.get_ovlp()
    labels = mol.ao_labels(fmt=None)
    index = {'s': [i for i, t in enumerate(labels) if t[2].endswith('s')]}
    for axis in 'xz':
        index[axis] = [i for i, t in enumerate(labels)
                       if t[2].endswith('p') and t[3] == axis]
    probe = mol.eval_gto('GTOval_sph', np.array([[0.0, 0.0, 3.0]]))[0]
    vectors, energies = {}, {}
    for name, state in (('s', 2), ('z', 1)):
        block = np.ix_(index[name], index[name])
        e, c = linalg.eigh(fock[block], overlap[block])
        coefficient = c[:, state] * np.sign(probe[index[name]] @ c[:, state])
        energies[name] = e[state]
        vectors[name] = np.zeros(len(labels))
        vectors[name][index[name]] = coefficient
        if name == 'z':
            vectors['x'] = np.zeros(len(labels))
            vectors['x'][index['x']] = coefficient
    return SimpleNamespace(energy=mf.e_tot, es=energies['s'], ep=energies['z'],
                           dm=density_matrix, vectors=vectors, basis=basis)


def pair_molecule(R, basis):
    return gto.M(atom=[['Si', (0, 0, 0)], ['Si', (0, 0, R)]], unit='Bohr',
                 basis={'Si': basis}, verbose=0)


def valence_elements(matrix, atom):
    """Elements of an A-B block between the valence orbitals."""
    v = atom.vectors
    kinds = [('s', 's'), ('s', 'z'), ('z', 'z'), ('x', 'x')]
    return np.array([v[i] @ matrix @ v[j] for i, j in kinds])


def gaussian_overlap(R, atom):
    n = len(atom.dm)
    overlap = pair_molecule(R, atom.basis).intor('int1e_ovlp')
    return valence_elements(overlap[:n, n:], atom)


def gaussian_pair(R, orbital_atom, density_atom):
    """Both Hamiltonians between valence orbitals of A and B."""
    mol = pair_molecule(R, density_atom.basis)
    mf = dft.RKS(mol)
    mf.xc = XC
    mf.grids.level = 4
    mf.grids.build()
    n = len(density_atom.dm)
    dm_a, dm_b = np.zeros((2 * n, 2 * n)), np.zeros((2 * n, 2 * n))
    dm_a[:n, :n] = density_atom.dm
    dm_b[n:, n:] = density_atom.dm

    # Hartree block from the density of A; that of B follows by reflection
    # in the plane midway between the atoms, which reverses p_z
    packed = 2 * density_atom.dm - np.diag(np.diag(density_atom.dm))
    packed = packed[np.tril_indices(n)]
    half = mol.nbas // 2
    repulsion = mol.intor('int2e', aosym='s2kl', shls_slice=(
        0, half, half, 2 * half, 0, half, 0, half))
    from_a = (repulsion.reshape(n * n, -1) @ packed).reshape(n, n)
    del repulsion
    labels = mol.ao_labels(fmt=None)[:n]
    parity = np.array([-1.0 if t[3] == 'z' else 1.0 for t in labels])
    from_b = np.outer(parity, parity) * from_a.T
    common = mf.get_hcore()[:n, n:] + from_a + from_b

    def xc_matrix(dm):
        return mf._numint.nr_rks(mol, mf.grids, XC, dm)[2][:n, n:]

    h_pot = common + xc_matrix(dm_a) + xc_matrix(dm_b)
    h_den = common + xc_matrix(dm_a + dm_b)
    return np.array([valence_elements(h, orbital_atom) for h in (h_pot, h_den)])


def level_deviation(radial, check):
    return max(abs(radial.es - check.es), abs(radial.ep - check.ep))


# ---- radial solver against exact relations ----
omega = np.sqrt(2) / ORBITAL_R0
oscillator = radial_states((r / ORBITAL_R0)**2, 1, 2)[0]
assert np.allclose(oscillator, [2.5 * omega, 4.5 * omega], atol=1e-6)
quartic = (r / ORBITAL_R0)**4
e_test, u_test = radial_states(-1 / r + quartic, 1, 1)
weight_test = w * u_test[0]**2
twice_kinetic = 2 * (e_test[0] - weight_test @ (-1 / r + quartic))
assert abs(twice_kinetic - weight_test @ (1 / r + 4 * quartic)) < 1e-6

# ---- pseudoatoms and their independent check ----
free = solve_atom(np.inf, POWER)
orbital = solve_atom(ORBITAL_R0, POWER)
dense = solve_atom(DENSITY_R0, POWER)
steep = solve_atom(ORBITAL_R0, 4)
bond = two_centre(BOND, orbital, dense)
check_orbital = gaussian_atom(ORBITAL_R0, fine_basis)
check_dense = gaussian_atom(DENSITY_R0, fine_basis)
level_error = max(level_deviation(orbital, check_orbital),
                  level_deviation(dense, check_dense))
energy_error = max(abs(orbital.energy - check_orbital.energy),
                   abs(dense.energy - check_dense.energy))
spacing_study = {}
for ratio, basis in coarse_bases.items():
    atom = gaussian_atom(ORBITAL_R0, basis)
    spacing_study[ratio] = (level_deviation(orbital, atom),
                            np.max(abs(gaussian_overlap(BOND, atom) - bond[0])))
# tolerances cover the finite Gaussian basis, mainly at the nuclear cusp
assert level_error < 2e-4, (level_error, spacing_study)
assert energy_error < 2e-3, energy_error
assert orbital.rs < dense.rs < free.rs and orbital.rp < dense.rp < free.rp

# ---- two-centre elements at the chosen bond distance ----
coarse = two_centre(BOND, orbital, dense, points=60)
quadrature_error = np.max(abs(bond - coarse))
assert quadrature_error < 1e-5, quadrature_error
left_right_error = np.max(abs(bond[2] - bond[3]))
assert left_right_error < 1e-5, left_right_error
reference = np.vstack((gaussian_overlap(BOND, check_orbital),
                       gaussian_pair(BOND, check_orbital, check_dense)))
pair_error = np.max(abs(bond[:3] - reference), axis=1)
# tolerances cover the Gaussian basis and the molecular grid
assert pair_error[0] < 1e-4, (bond[:3] - reference, level_error, spacing_study)
assert max(pair_error[1:]) < 3e-4, pair_error

# ---- sign of the exchange-correlation difference ----
n_values = np.logspace(-8, 3, 60)
n_one, n_two = [m.ravel() for m in np.meshgrid(n_values, n_values)]
difference = xc_parts(n_one + n_two)[1] - xc_parts(n_one)[1] - xc_parts(n_two)[1]
assert difference.min() > 0
sites = atom_fields(orbital, dense, np.array([BOND / 2, BOND, 1e-4])).density
n_mid, n_tail, n_nucleus = sites
v_mid_pot = 2 * xc_parts(np.array([n_mid]))[1][0]
v_mid_den = xc_parts(np.array([2 * n_mid]))[1][0]
v_tail = xc_parts(np.array([n_tail]))[1][0]
v_pair = xc_parts(np.array([n_nucleus, n_nucleus + n_tail]))[1]
v_added = v_pair[1] - v_pair[0]
assert abs(v_added) < 0.01 * abs(v_tail)

# ---- table, spline, and range ----
distances = np.arange(3.0, 10.01, 0.25)
table = np.array([two_centre(R, orbital, dense) for R in distances])
assert np.all(table[:, 2, 0] > table[:, 1, 0])
assert np.all(table[:, 2, 3] > table[:, 1, 3])
off_grid = 4.375
direct = two_centre(off_grid, orbital, dense)[:3]
spline_error = np.max(abs(CubicSpline(distances, table[:, :3])(off_grid) - direct))
assert spline_error < 2e-4, spline_error
far_free = two_centre(8.0, free, free, extent=30.0)[0]
far_confined = two_centre(8.0, orbital, dense)[0]
assert abs(far_free[0]) > abs(far_confined[0])
steep_bond = two_centre(BOND, steep, dense)


def row(values, digits=5):
    return ' '.join(f'{x:9.{digits}f}' for x in values)


print(f'Si, LDA; r0 orbital {ORBITAL_R0} bohr, density {DENSITY_R0} bohr, n = {POWER}')
print(f'radial order {ORDER}, r_max {R_MAX} bohr; two-centre points 90 x 90')
print('atom: eps_3s, eps_3p (hartree); <r>_3s, <r>_3p (bohr)')
for name, at in (('free', free), ('r0=8 n=2', dense), ('r0=4 n=2', orbital),
                 ('r0=4 n=4', steep)):
    print(f'  {name:9s}', row([at.es, at.ep, at.rs, at.rp]))
print(f'free-atom total energy {free.energy:.4f} hartree')
print(f'Gaussian check, valence ratio {VALENCE_RATIO}: levels {level_error:.1e} hartree')
print(f'  total energy {energy_error:.1e} hartree')
for ratio, (level, overlap_error) in spacing_study.items():
    print(f'  ratio {ratio}, r0=4: levels {level:.1e} hartree, S {overlap_error:.1e}')
print(f'R = {BOND} bohr = {BOND * ANGSTROM:.4f} angstrom; columns:', ', '.join(NAMES))
print('  S (no unit)          ', row(bond[0]))
print('  H potential (hartree)', row(bond[1]))
print('  H density (hartree)  ', row(bond[2]))
print('  H den - pot (hartree)', row(bond[2] - bond[1]))
print('  H potential (eV)     ', row(bond[1] * EV, 3))
print('  H density (eV)       ', row(bond[2] * EV, 3))
print('  den/pot - 1 (percent)', row(100 * (bond[2] / bond[1] - 1), 2))
print('  W_B element (hartree)', row(bond[4]))
print('  n=4: S (no unit)     ', row(steep_bond[0]))
print('  n=4: H density (Ha)  ', row(steep_bond[2]))
print(f'Gaussian pair check: S {pair_error[0]:.1e} (no unit)')
print(f'  H pot {pair_error[1]:.1e}, H den {pair_error[2]:.1e} hartree')
print(f'60 vs 90 points, max change {quadrature_error:.1e} (atomic units)')
print(f'T left vs right, max change {left_right_error:.1e} hartree')
print(f'midpoint: n of one atom {n_mid:.5f} bohr^-3')
print(f'  v_xc sum {v_mid_pot:.5f}, of summed density {v_mid_den:.5f} hartree')
print(f'  ratio {v_mid_den / v_mid_pot:.4f}')
print(f'nucleus B: n_A {n_tail:.3e}, n_B {n_nucleus:.1f} bohr^-3')
print(f'  v_xc added: potential {v_tail:.5f}, density {v_added:.2e} hartree')
print('table: R (bohr); S | H potential | H density (hartree)')
for R in (3.0, 4.0, 5.0, 6.0, 8.0, 10.0):
    entry = table[np.argmin(abs(distances - R))]
    print(f' {R:4.1f} S  ', row(entry[0]))
    print('      pot', row(entry[1]))
    print('      den', row(entry[2]))
print(f'spline, step 0.25 bohr, at {off_grid} bohr: error {spline_error:.1e} (a.u.)')
print('S at 8 bohr, free    ', row(far_free))
print('S at 8 bohr, confined', row(far_confined))
print('no test failed')
```

Printed output:

```
Si, LDA; r0 orbital 4.0 bohr, density 8.0 bohr, n = 2
radial order 110, r_max 40.0 bohr; two-centre points 90 x 90
atom: eps_3s, eps_3p (hartree); <r>_3s, <r>_3p (bohr)
  free       -0.39814  -0.15329   2.16298   2.79214
  r0=8 n=2   -0.24151   0.02791   2.05769   2.37853
  r0=4 n=2    0.06228   0.37111   1.88401   2.04995
  r0=4 n=4   -0.11491   0.18596   1.92059   2.07786
free-atom total energy -288.1984 hartree
Gaussian check, valence ratio 1.5: levels 6.2e-06 hartree
  total energy 1.3e-03 hartree
  ratio 2.2, r0=4: levels 2.2e-04 hartree, S 9.0e-04
  ratio 1.8, r0=4: levels 2.6e-05 hartree, S 2.1e-04
R = 4.4 bohr = 2.3284 angstrom; columns: ss, sp, pp-sigma, pp-pi
  S (no unit)             0.13736  -0.22162  -0.31638   0.08870
  H potential (hartree)  -0.13334   0.17946   0.19876  -0.06140
  H density (hartree)    -0.10768   0.13714   0.13367  -0.04749
  H den - pot (hartree)   0.02566  -0.04232  -0.06509   0.01391
  H potential (eV)         -3.628     4.883     5.409    -1.671
  H density (eV)           -2.930     3.732     3.637    -1.292
  den/pot - 1 (percent)    -19.24    -23.58    -32.75    -22.65
  W_B element (hartree)   0.07115  -0.13264  -0.14401   0.05691
  n=4: S (no unit)        0.13936  -0.22252  -0.32677   0.08434
  n=4: H density (Ha)    -0.10811   0.13511   0.13155  -0.04654
Gaussian pair check: S 3.0e-06 (no unit)
  H pot 1.0e-06, H den 1.3e-06 hartree
60 vs 90 points, max change 1.0e-11 (atomic units)
T left vs right, max change 3.6e-12 hartree
midpoint: n of one atom 0.03132 bohr^-3
  v_xc sum -0.72471, of summed density -0.44825 hartree
  ratio 0.6185
nucleus B: n_A 5.290e-04, n_B 1749.8 bohr^-3
  v_xc added: potential -0.10600, density -1.20e-06 hartree
table: R (bohr); S | H potential | H density (hartree)
  3.0 S     0.37183  -0.43913  -0.36537   0.30730
      pot  -0.35667   0.35426   0.24721  -0.20393
      den  -0.26590   0.24237   0.13266  -0.13821
  4.0 S     0.19258  -0.28883  -0.37228   0.13214
      pot  -0.18586   0.23262   0.23416  -0.08924
      den  -0.14642   0.17185   0.14811  -0.06638
  5.0 S     0.07679  -0.13628  -0.21975   0.04589
      pot  -0.07619   0.11324   0.14223  -0.03360
      den  -0.06391   0.09108   0.10443  -0.02746
  6.0 S     0.02424  -0.04916  -0.09275   0.01311
      pot  -0.02592   0.04469   0.06752  -0.01099
      den  -0.02301   0.03874   0.05584  -0.00967
  8.0 S     0.00131  -0.00329  -0.00785   0.00063
      pot  -0.00181   0.00401   0.00822  -0.00074
      den  -0.00172   0.00380   0.00771  -0.00071
 10.0 S     0.00003  -0.00010  -0.00029   0.00002
      pot  -0.00006   0.00017   0.00045  -0.00003
      den  -0.00006   0.00017   0.00044  -0.00003
spline, step 0.25 bohr, at 4.375 bohr: error 2.0e-06 (a.u.)
S at 8 bohr, free       0.02310  -0.08462  -0.15573   0.04548
S at 8 bohr, confined   0.00131  -0.00329  -0.00785   0.00063
no test failed
```
